\section*{Apparent activation energy of bifluoride etching in weakly ionised HF}

\section{A rate that rises too slowly}

Consider silica in hydrofluoric acid with 0.1 mol/L total fluoride. In the model treated here, heating the bath from 298.15 K to 318.15 K raises the part of the etch rate due to bifluoride from 0.1436 to 0.3545 nm/min, a factor of 2.47. This corresponds to an activation energy of 0.37 eV, although the surface reaction was given 0.40 eV and the formation of bifluoride from HF and fluoride absorbs heat. Something in the solution lowers the apparent energy. It is the dissociation of HF, which releases heat and therefore retreats on heating. The question is what fraction of each reaction enthalpy enters.

\section{Model and conventions}

Two equilibria are fast compared with etching:
\begin{align}
\mathrm{HF}&\rightleftharpoons \mathrm{H^+}+\mathrm{F^-}, & K_1&=\frac{pf}{h}, \label{K1}\\
\mathrm{HF}+\mathrm{F^-}&\rightleftharpoons \mathrm{HF_2^-}, & K_2&=\frac{b}{hf}. \label{K2}
\end{align}
Here $h,f,b,p$ are the concentrations of HF, F$^-$, HF$_2^-$ and H$^+$. Thus $K_1$ is a concentration and $K_2$ an inverse concentration; inside logarithms each is divided by its unit. The enthalpies $\Delta H_1$ (dissociation) and $\Delta H_2$ (association) belong to the reactions read from left to right, and are positive when heat is absorbed.

The assumptions are these.
\begin{enumerate}
\item The solution is ideal and fresh, with no added acid or salt, negligible OH$^-$, and no fluoride species beyond those listed.
\item The total fluoride concentration $C=h+f+2b$ is held fixed as $T$ changes. The factor 2 counts the two fluorines in HF$_2^-$.
\item The etch rate is $r=kb$, with $k\propto e^{-E_s/k_BT}$ and no limitation by transport.
\end{enumerate}
With $\beta=1/k_BT$, the apparent activation energy and the van 't Hoff relations are
\begin{equation}
E_{\rm app}=-\frac{d\ln r}{d\beta},\qquad
\frac{d\ln K_i}{d\beta}=-\Delta H_i . \label{defs}
\end{equation}

\section{Composition of the solution}

\textbf{Lemma 1.} Let $\theta=b/(f+b)$ be the bifluoride fraction of the anions. Then
\begin{equation}
\theta=\frac{K_2h}{1+K_2h},\quad
p=\sqrt{K_1h(1+K_2h)},\quad
b=K_2h\sqrt{\frac{K_1h}{1+K_2h}}, \label{comp}
\end{equation}
and $C=h+p(1+\theta)$.

\textit{Proof.} Equation \eqref{K2} gives $b=K_2hf$; dividing by $f+b=f(1+K_2h)$ gives $\theta$. Electroneutrality requires $p=f+b$. Multiply this by $p$ and use $pf=K_1h$:
\begin{equation}
p^2=pf+pb=pf(1+K_2h)=K_1h(1+K_2h).
\end{equation}
The positive root is $p$. Then $f=K_1h/p=\sqrt{K_1h/(1+K_2h)}$, and $b=K_2hf$ is the stated result. Finally $f=(1-\theta)p$ and $b=\theta p$, so
$C=h+(1-\theta)p+2\theta p=h+(1+\theta)p$. Since $p$ and $\theta$ both increase with $h$, each $C$ belongs to one $h$. $\square$

The square root is the origin of the half. Dissociation must create a proton together with each anion, so $K_1$ fixes a product of two concentrations that rise together.

\textbf{Lemma 2.} Define
\begin{equation}
D=h+\frac p2\,(1+4\theta-\theta^2)>0 .
\end{equation}
For small changes of $K_1$, $K_2$ and $C$,
\begin{equation}
D\,d\ln h=C\,d\ln C-\frac{p(1+\theta)}2\,d\ln K_1-\frac{p\theta(3-\theta)}2\,d\ln K_2 . \label{dh}
\end{equation}

\textit{Proof.} Because $d(K_2h)/(1+K_2h)=\theta\,d\ln(K_2h)$, the logarithm of $b$ in \eqref{comp} changes by
\begin{align}
d\ln b&=d\ln K_2+d\ln h+\tfrac12(d\ln K_1+d\ln h)-\tfrac\theta2(d\ln K_2+d\ln h)\nonumber\\
&=\tfrac12\,d\ln K_1+\Bigl(1-\tfrac\theta2\Bigr)d\ln K_2+\tfrac{3-\theta}2\,d\ln h. \label{db}
\end{align}
Since $f=b/(K_2h)$, subtracting $d\ln K_2+d\ln h$ gives
\begin{equation}
d\ln f=\tfrac12\,d\ln K_1-\tfrac\theta2\,d\ln K_2+\tfrac{1-\theta}2\,d\ln h .
\end{equation}
Insert both into $C\,d\ln C=h\,d\ln h+f\,d\ln f+2b\,d\ln b$, with $f=(1-\theta)p$ and $b=\theta p$. The three coefficients on the right are
\begin{align}
d\ln K_1:&\quad \tfrac12(f+2b)=\tfrac p2(1+\theta),\\
d\ln K_2:&\quad -\tfrac\theta2f+(2-\theta)b
=p\theta\Bigl[-\tfrac{1-\theta}2+2-\theta\Bigr]=\tfrac p2\,\theta(3-\theta),\\
d\ln h:&\quad h+\tfrac{1-\theta}2f+(3-\theta)b
=h+p\Bigl[\tfrac{(1-\theta)^2}2+3\theta-\theta^2\Bigr]=D.
\end{align}
Solving for $D\,d\ln h$ gives \eqref{dh}. $\square$

\section{The activation energy}

\textbf{Theorem.} Under the stated assumptions, at fixed $C$,
\begin{equation}
E_{\rm app}=E_s+\nu_1\Delta H_1+\nu_2\Delta H_2, \label{main}
\end{equation}
\begin{equation}
\nu_1=\frac12-\frac{(3-\theta)(1+\theta)p}{4D},\qquad
\nu_2=1-\frac\theta2-\frac{\theta(3-\theta)^2p}{4D}. \label{nus}
\end{equation}
The weights tend to $\nu_1=\tfrac12$ and $\nu_2=1$ if and only if $p/h\to0$ and $K_2h\to0$. In that limit
\begin{equation}
E_{\rm app}\to E_s+\Delta H_2+\tfrac12\Delta H_1 . \label{limit}
\end{equation}

\textit{Proof.} Set $d\ln C=0$ in \eqref{dh} and insert $d\ln h$ into \eqref{db}. The coefficients of $d\ln K_1$ and $d\ln K_2$ in $d\ln b$ are then the $\nu_1$ and $\nu_2$ of \eqref{nus}. Differentiating $\ln r=\ln k+\ln b$ with respect to $\beta$ and using \eqref{defs},
\begin{equation}
-\frac{d\ln r}{d\beta}=E_s-\nu_1\frac{d\ln K_1}{d\beta}-\nu_2\frac{d\ln K_2}{d\beta}
=E_s+\nu_1\Delta H_1+\nu_2\Delta H_2 .
\end{equation}

For the limit, suppose first that $p/h\to0$ and $K_2h\to0$. Then $p/D\to0$ and $\theta\to0$, so the weights tend to $\tfrac12$ and 1. Conversely, for $0\le\theta\le1$ we have $(3-\theta)(1+\theta)=3+\theta(2-\theta)\ge3$ and $D\le h+2p$. Hence
\begin{equation}
\frac12-\nu_1\ge\frac{3p}{4(h+2p)},\qquad 1-\nu_2\ge\frac\theta2 .
\end{equation}
If the left sides vanish, so must $p/h$ and $\theta$, and with $\theta$ also $K_2h$. $\square$

\textbf{Remark 1: the window.} Weak ionisation, $p\ll h$, is not sufficient. Free fluoride must also outnumber bifluoride. From \eqref{comp}, $(p/h)^2=K_1/h+K_1K_2$, so the two conditions together amount to
\begin{equation}
K_1\ll h\ll 1/K_2 . \label{window}
\end{equation}
Such a window exists only if $K_1K_2\ll1$. Inside it $\theta\approx K_2h$, $p\approx\sqrt{K_1h}$ and $D\approx h$, and the leading departures are
\begin{equation}
\nu_1\approx\tfrac12-\tfrac34\sqrt{K_1/h},\qquad \nu_2\approx1-\tfrac12K_2h . \label{lead}
\end{equation}
The first comes from loss of molecular HF to ions, the second from the growing share of bifluoride among the anions.

\textbf{Remark 2: bifluoride as the main anion.} If $K_2h\gg1$ while $K_1K_2\ll1$, the solution is still weakly ionised, but $\theta\to1$ and $b\approx\sqrt{K_1K_2}\,h$. Equation \eqref{nus} gives $\nu_1,\nu_2\to\tfrac12$, hence
\begin{equation}
E_{\rm app}\to E_s+\tfrac12(\Delta H_1+\Delta H_2).
\end{equation}
Nearly every ionisation event now follows $2\,\mathrm{HF}\rightleftharpoons\mathrm{H^+}+\mathrm{HF_2^-}$, whose constant is $K_1K_2$. Electroneutrality halves its whole enthalpy. At finite $q=\sqrt{K_1K_2}$ and $\theta\to1$ both weights tend to $\tfrac12-q/(1+2q)$; for the constants of the example below this is 0.452, and $\nu_1$ does not reach $\tfrac12$ at any $C$.

Solving the mass-action and balance equations directly, and differentiating numerically, confirms both limits. With $K_1=10^{-9}$ mol/L, $K_2=10^{-3}$ L/mol and $C=0.1$ mol/L, the weights $(\nu_1,\nu_2)$ are $(0.500,1.000)$. With $K_1=10^{-12}$ mol/L, $K_2=10^4$ L/mol and $C=1$ mol/L they are $(0.500,0.500)$.

\textbf{Remark 3: reaction order.} The concentration dependence distinguishes the two weakly ionised limits. At fixed temperature, \eqref{dh} and \eqref{db} give
\begin{equation}
n=\frac{d\ln r}{d\ln C}=\frac{(3-\theta)C}{2D}. \label{order}
\end{equation}
For weak ionisation $C\approx D\approx h$, so $n$ falls from $3/2$ to 1 as $\theta$ rises from 0 to 1. An order clearly above $3/2$ signals appreciable ionisation: for $\theta\to0$, $C/D=(h+p)/(h+p/2)$ exceeds 1. The converse fails, because ionisation raises $n$ while bifluoride lowers it: with the constants of the example below, $n=3/2$ at $C\approx0.046$ mol/L, where $(\nu_1,\nu_2)=(0.395,0.895)$. An order of $3/2$ alone does not place a solution in the window.

\section{Where the half disappears}

\textbf{Proposition 1.} (a) Let excess strong acid fix $p$, with $K_1\ll p$ and $K_1K_2h\ll p$. Then $(\nu_1,\nu_2)\to(1,1)$. (b) Let a fully dissociated fluoride salt of concentration $s$ fix $f\approx s$, with $K_1\ll s$, $K_2h\ll1$ and proton concentration much less than $s$. At fixed salt and HF additions, $(\nu_1,\nu_2)\to(0,1/(1+K_2s))$.

\textit{Proof.} (a) Mass action gives $f/h=K_1/p\ll1$ and $b/h=K_1K_2h/p\ll1$, so $h\approx C$ stays fixed. Then $b=K_1K_2h^2/p$ is proportional to both constants.

(b) Let $C$ now denote only the HF added. Since $b/f=K_2h\ll1$, the salt keeps $f$ near $s$; since $p/h=K_1/f\ll1$, little HF dissociates. The added HF is therefore shared between $h$ and $b=K_2sh$, so $C\approx h(1+K_2s)$ and
\begin{equation}
b\approx\frac{K_2s}{1+K_2s}\,C .
\end{equation}
This does not contain $K_1$, and its logarithmic derivative with respect to $K_2$ is $1-K_2s/(1+K_2s)=1/(1+K_2s)$. $\square$

The half is thus a property of the unbuffered solution, not of bifluoride itself. Direct solution with $K_1=10^{-4}$ mol/L, $K_2=10^{-3}$ L/mol and $C=0.01$ mol/L gives $(1.000,1.000)$ with 1 mol/L strong acid and $(0.000,0.999)$ with 1 mol/L salt, as the proposition predicts. A sharper case for (b) is $K_1=7\times10^{-4}$ mol/L, $K_2=4$ L/mol, $C=0.01$ mol/L and $s=1$ mol/L, which gives $(0.000,0.201)$ against the predicted $(0,0.200)$.

\section{Dilute HF on thermal oxide}

Take $T=298.15$ K, $C=0.1$ mol/L, and rough constants $K_1=7\times10^{-4}$ mol/L, $K_2=4$ L/mol, $\Delta H_1=-0.13$ eV and $\Delta H_2=0.03$ eV. The surface energy $E_s=0.40$ eV is a chosen value. Extra digits below serve to compare formulas; they do not describe the accuracy of these inputs.

The balances give $h=0.08845$, $f=0.006763$, $b=0.002393$ and $p=0.009155$ mol/L. Hence $K_2h=0.354$, $\theta=0.261$ and $p/h=0.10$: ionisation is fairly weak, but free fluoride is not overwhelmingly dominant. Now
\begin{align}
D&=0.08845+\tfrac12(0.009155)(1+1.045-0.068)=0.0975\ \text{mol/L},\\
\nu_1&=0.5-\frac{(2.739)(1.261)(0.009155)}{4(0.0975)}=0.419,\\
\nu_2&=1-0.131-\frac{(0.261)(2.739)^2(0.009155)}{4(0.0975)}=0.823 .
\end{align}
Therefore
\begin{equation}
E_{\rm app}=0.400+0.419(-0.13)+0.823(0.03)=0.370\ \text{eV},
\end{equation}
or 35.7 kJ/mol. Numerical heating of the solution gives the same 0.3702 eV as the full formula. The dissociation term, $-0.054$ eV, outweighs the association term, $+0.025$ eV, which explains the slow rise of the rate. This balance rests on the rough inputs: with the same $K_1$, $K_2$ and $\Delta H_1$, the net shift changes sign at $\Delta H_2\approx0.066$ eV.

The limiting law \eqref{limit} gives $0.400+0.030-0.065=0.365$ eV, or 35.2 kJ/mol. It is only 5 meV low, but partly through cancellation. The deficit of $\nu_1$ from $\tfrac12$ contributes about $+10.5$ meV and that of $\nu_2$ from 1 about $-5.3$ meV. Correcting for $\theta$ alone, with $h$ held fixed, gives 0.361 eV, which is further from the full result. A good energy therefore does not establish that the weights are at their limits.

Changing $C$ while holding the constants and temperature fixed gives:
\begin{center}
\begin{tabular}{ccccc}
$C$ (mol/L) & $\nu_1$ & $\nu_2$ & $n$ & $E_{\rm app}$ (eV)\\
0.01 & 0.299 & 0.968 & 1.669 & 0.390\\
0.1 & 0.419 & 0.823 & 1.404 & 0.370\\
1.0 & 0.447 & 0.556 & 1.110 & 0.359
\end{tabular}
\end{center}
At 0.01 mol/L too much HF is ionised, as the order above $3/2$ shows. At 1 mol/L bifluoride is the main anion. The window \eqref{window} runs from $7\times10^{-4}$ to 0.25 mol/L, but none of the three solutions satisfies both inequalities well. Even at 0.01 mol/L, near the middle of the window on a logarithmic scale, $\sqrt{K_1/h}\approx0.3$ is not small.

\section{Does bifluoride control the rate?}

The theorem describes the bifluoride channel. Whether it also describes the measured rate depends on competing routes.

\textbf{Proposition 2.} Add a molecular route, so that $r=kb+k_mh$, where $k_m$ has activation energy $E_{s,m}$. Let $w=kb/r$. Then
\begin{equation}
E_{\rm total}=wE_{\rm app}+(1-w)E_m, \label{mix}
\end{equation}
\begin{equation}
E_m=E_{s,m}-\frac{p(1+\theta)}{2D}\Delta H_1-\frac{p\theta(3-\theta)}{2D}\Delta H_2 .
\end{equation}
Moreover, in unbuffered HF, $b/h=\sqrt{K_1K_2\theta}<\sqrt{K_1K_2}$.

\textit{Proof.} Differentiate the sum and divide by $r$:
\begin{equation}
-\frac{d\ln r}{d\beta}=-\frac{kb}{r}\frac{d\ln(kb)}{d\beta}-\frac{k_mh}{r}\frac{d\ln(k_mh)}{d\beta},
\end{equation}
which is \eqref{mix}. The expression for $E_m$ follows from \eqref{dh} at fixed $C$ and from \eqref{defs}. Squaring $b/h$ from \eqref{comp} gives $K_1K_2\,K_2h/(1+K_2h)=K_1K_2\theta$, and $\theta<1$. $\square$

Take the rough rate coefficients $k=60$ and $k_m=15$ nm/min per mol/L at 298.15 K, and the same chosen surface energy, 0.40 eV, for both routes. Bifluoride is four times as reactive per mole, but so scarce that
\begin{equation}
w=\frac{60(0.002393)}{60(0.002393)+15(0.08845)}=0.098 .
\end{equation}
With $E_m=0.407$ eV, the total activation energy is $0.098(0.370)+0.902(0.407)=0.403$ eV. The total is now set almost entirely by the molecular route, for which the solution equilibria add only about 7 meV to the surface energy. The number itself follows the chosen $E_{s,m}$: with $E_{s,m}=0.35$ eV the total would be 0.358 eV, below the bifluoride value. More concentrated plain HF does not rescue the premise: with these constants and an ideal solution the bifluoride share stays below 17.5\%. An extended Debye--H\"uckel correction lifts it to about 19\% at 1 mol/L. A 90\% share at 0.1 mol/L would require $k_m/k\le0.0030$, whereas the example has 0.25. The order $n$ of Remark 3 is likewise a property of the bifluoride channel: with these coefficients the total rate has order 1.14, 1.06 and 1.02 at $C=0.01$, 0.1 and 1 mol/L, so $n$ cannot be read from the measured rate in plain HF.

\textbf{Comparison with a real bath.} The parameters are meant for thermally grown oxide on a silicon wafer in dilute HF of about 0.2\% by weight. They are rough, they have not been compared here with measured etch rates, and the equality of the two surface energies is a choice. In this model bifluoride does control the rate in a salt-buffered bath (a share of 94\% for $C=0.01$ and $s=1$ mol/L), but there $\nu_1\approx0$ and the half is absent; the bath considered here is plain HF. With these rate coefficients the assumption of bifluoride control fails: bifluoride carries only about a tenth of the rate. Including the molecular route moves the predicted energy from 0.370 to 0.403 eV for equal surface energies, but the size and sign of this move depend on $E_{s,m}$, and it vanishes near $E_{s,m}=0.364$ eV. The derived energy should therefore be compared with a separated bifluoride contribution, not with the whole etch rate in plain HF.

The model also takes $k$ independent of acidity. If the surface step instead carried a factor $p^m$, the fall of $p$ on heating (13\% from 298.15 to 318.15 K) would lower the energy by about $57m$ meV, so a first-order proton dependence would matter more than the molecular route as long as $E_{s,m}$ lies between about 0.30 and 0.42 eV. Further effects can be estimated roughly. An extended Debye--H\"uckel correction raises the bifluoride rate by about 9\% relative to the ideal solution, if the rate follows the concentration of HF$_2^-$; if it follows the activity, the change is about $-2\%$. In either case the activation energy shifts by less than 2 meV for this bath. A rough heat capacity of dissociation of $-1.5$ meV/K lowers the local energy at 318.15 K by 13 meV; the heat capacity of association, set to zero here, would add about 16 meV per meV/K with its own sign. A wide temperature range should therefore not be fitted with constant enthalpies. If the bath is made up at 298.15 K and expands on heating, $C$ falls and the energy drops by about 3 meV when the enthalpies refer to the constants in mol/L. With molal (calorimetric) enthalpies, $K_1$ and $1/K_2$ in mol/L scale with the density as $C$ does; since $\nu_1-\nu_2+n=1$, $b$ then simply follows the density and the drop is about 2 meV. For a rough diffusion layer of 100 $\mu$m, etching demands about 0.4\% of the maximum diffusive HF supply, and $[\mathrm{OH^-}]/[\mathrm{H^+}]$ is about $10^{-10}$. The acid formed by dissolved silica has not been sized, so the result is restricted to fresh baths. Other fluoride species are excluded by assumption, not shown to be small: a dimer $(\mathrm{HF})_2$ with an assumed formation constant of 2.7 L/mol would hold 24\% of the fluorine at 0.1 mol/L, lower $b$ by about a third, and move the energy to 0.396 or 0.340 eV for a dimerisation enthalpy of $-0.1$ or $+0.1$ eV.

\section*{Computed values}
\begin{verbatim}
T: 298.15 K
K1 (rough): 0.0007 mol/L
K2 (rough): 4 L/mol
dH1 (rough): -0.13 eV
dH2 (rough): 0.03 eV
E_s (chosen): 0.4 eV
k bifluoride (rough): 60 nm/min per mol/L
k molecular HF (rough): 15 nm/min per mol/L
Total fluoride C: 0.1 mol/L
[HF]: 0.08845 mol/L
[F-]: 0.006763 mol/L
[HF2-]: 0.002393 mol/L
[H+]: 0.009155 mol/L
K2[HF]: 0.3538
theta: 0.2613
[H+]/[HF]: 0.1035
1/K2, upper window edge: 0.25 mol/L
nu1: 0.4189
nu2: 0.8233
Order in C: 1.404
E_app, full formula: 0.3702 eV
E_app, heated solution: 0.3702 eV
E_app, full formula: 35.72 kJ/mol
E_app, limiting law: 0.365 eV
E_app, limiting law: 35.22 kJ/mol
E_app, weak ionisation, any theta: 0.3611 eV
Bifluoride rate at 298.15 K: 0.1436 nm/min
Bifluoride rate at 318.15 K: 0.3545 nm/min
Two-temperature energy: 0.3695 eV
C=0.01 mol/L: nu1=0.299 nu2=0.968 order=1.669 E=0.3902 eV
C=0.1 mol/L: nu1=0.419 nu2=0.823 order=1.404 E=0.3702 eV
C=1.0 mol/L: nu1=0.447 nu2=0.556 order=1.110 E=0.3586 eV
Solver nu1, nu2, free F- main anion: 0.500, 1.000
Solver nu1, nu2, HF2- main anion: 0.500, 0.500
Solver nu1, nu2, excess acid: 1.000, 1.000
Solver nu1, nu2, excess salt: -0.000, 0.999
Bifluoride share of total rate: 9.76 %
Largest possible share in plain HF: 17.5 %
k ratio mol/bif for 90% bifluoride: 0.00301
E of molecular route: 0.4067 eV
E of total rate: 0.4031 eV
Activity: change of bifluoride rate: 9.32 %
Activity: shift of E: -0.0257 meV
Heat capacity of dissociation (rough): -1.5 meV/K
Heat capacity: shift of E at 318.15 K: -13.1 meV
Water expansion (rough): 0.00026 1/K
Expansion: shift of E: -2.8 meV
[OH-]/[H+]: 1.2e-10
HF diffusivity (rough): 1.5e-09 m2/s
Diffusion layer (rough): 100 um
HF demand / diffusive supply: 0.36 %
\end{verbatim}
